# Cavity derivation of the DMFT impurity action and its self-consistency condition, part 2

**Setting.** Electrons on a lattice of equivalent sites follow the Hubbard model

$$H-\mu N=\sum_{ij\sigma}t_{ij}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow}-\mu\sum_{i\sigma}n_{i\sigma},$$

with real $t_{ij}=t_{ji}$, $t_{00}=0$, $\hbar=k_B=1$, $\beta=1/T$ and $\omega_n=(2n+1)\pi T$. The phase is normal. Green's functions are

$$G_{ij}(\tau)=-\langle c_i(\tau)\bar c_j(0)\rangle,\qquad G_{ij}(i\omega_n)=\int_0^\beta\! d\tau\,e^{i\omega_n\tau}G_{ij}(\tau).$$

**Earlier results.** Integrating out all sites except site 0 leaves an impurity action with local repulsion $U$ and Weiss function $\mathcal G_0$:

$$\mathcal G_0^{-1}(i\omega_n)=i\omega_n+\mu-\Delta(i\omega_n),\qquad \Delta=\sum_{ij}t_{0i}G^{(0)}_{ij}t_{j0}.$$

Here $\Delta$ is the hybridization function and $G^{(0)}$ belongs to the cavity lattice, which lacks site 0.

On the $d$-dimensional hypercubic lattice with nearest-neighbour hopping $t\sim d^{-1/2}$, propagators over $r$ steps scale as $d^{-r/2}$. The amplitude $a_l=\sum_it_{0i}G^{(0)}_{il}$ to a site $l$ at distance $s$ from site 0 scales as $d^{-s/2}$, and about $d^s$ sites lie at that distance. The largest term dropped from the action is of order $1/d$.

Part (c): $\Delta$ has the form $\sum_lV_l^2/(i\omega_n-\epsilon_l)$, with total coupling strength $\sum_lV_l^2=\sum_it_{0i}^2$.

Part (d), the star: a central site is linked to $z$ leaves by hopping $t/\sqrt z$, all sites have the same $U$, and $\mu=U/2$. Then

$$G_{\rm at}=\frac12\Big[\frac1{i\omega-U/2}+\frac1{i\omega+U/2}\Big]=\frac{i\omega}{(i\omega)^2-U^2/4},\qquad \Delta=z\,\frac{t^2}{z}\,G_{\rm at}=t^2G_{\rm at}.$$

The numerical example has $t=1$ eV, $U=4$ eV and $T=1$ eV.

**Problem (e), removing a site.** The unknown $G^{(0)}$ is to be expressed through the Green's function $G$ of the complete lattice. *Assume that the self-energy is the same number $\Sigma(i\omega)$ on every site, has no elements between sites, and is unchanged on the remaining sites when site 0 is removed. Express $G^{(0)}_{ij}$ through $G$.*

**Solution.** Put $\zeta=i\omega+\mu-\Sigma$. Under the assumption, $G$ is the inverse of the matrix $M$ with elements $M_{ij}=\zeta\delta_{ij}-t_{ij}$. The cavity function $G^{(0)}$ is the inverse of the same matrix with row 0 and column 0 deleted.

A physical argument suggests the answer. $G_{ij}$ sums all paths between $j$ and $i$, and $G^{(0)}_{ij}$ sums those that avoid site 0. A path that does touch site 0 consists of a piece from $j$ up to the first arrival at 0, any number of returns to 0, and a piece from the last departure to $i$. Call the amplitudes of the outer pieces $F_j$ and $F_i$. The returns sum to $G_{00}$, so these paths contribute $F_iG_{00}F_j$. In the same way $G_{i0}=F_iG_{00}$ and $G_{0j}=G_{00}F_j$. Eliminating the $F$'s gives

$$G^{(0)}_{ij}=G_{ij}-\frac{G_{i0}G_{0j}}{G_{00}}\qquad(i,j\ne0).$$

The proof does not rely on convergence of the path sum. Multiply the right-hand side by the reduced matrix, with $i,j\neq0$ and the sum over $k\ne0$. Since $MG=1$,

$$\sum_{k\ne0}M_{ik}G_{kj}=\delta_{ij}-M_{i0}G_{0j},\qquad \sum_{k\ne0}M_{ik}G_{k0}=\delta_{i0}-M_{i0}G_{00}=-M_{i0}G_{00}.$$

In both equations the term $k=0$ has been moved to the right. Combining them,

$$\sum_{k\neq0}M_{ik}\Big(G_{kj}-\frac{G_{k0}G_{0j}}{G_{00}}\Big)=\delta_{ij}-M_{i0}G_{0j}+M_{i0}G_{00}\frac{G_{0j}}{G_{00}}=\delta_{ij}.$$

The bracket is therefore the inverse of the reduced matrix. Division by $G_{00}$ is allowed at Matsubara frequencies, because the spectral form of $G_{00}$ has positive weights and gives it a non-zero imaginary part.

The algebra uses neither the dimension nor the range of the hopping. It was tested on a triangular lattice of 49 sites with unequal hoppings, $-0.3$, $-0.3$ and $0.1$ eV in the three directions, at $\zeta=0.2+0.3i$ eV. Deleting the site and inverting the smaller matrix reproduces every element of the formula to within $2\times10^{-15}$ eV$^{-1}$.

### (f) What the assumption costs when electrons interact

*For $U\neq0$, removing a site changes the self-energy of its neighbours. Estimate the resulting error of $\Delta$.*

**Solution.** Let the self-energy on site $l$ of the true cavity be $\Sigma+\delta\Sigma_l$. Write $G'$ for the function given by the formula in (e), and $G^{(0)}$ for the true one. Their inverses differ by $\delta\Sigma$, so $G^{(0)}=G'+G'\,\delta\Sigma\,G^{(0)}$. Multiplying by the hoppings on both sides,

$$\delta\Delta=\sum_{ij}t_{0i}\big(G^{(0)}-G'\big)_{ij}t_{j0}=\sum_l\Big(\sum_it_{0i}G'_{il}\Big)\,\delta\Sigma_l\,\Big(\sum_jG^{(0)}_{lj}t_{j0}\Big).$$

Each bracket is an amplitude between site 0 and site $l$, and scales as $d^{-s/2}$.

To estimate $\delta\Sigma_l$, note that a local self-energy depends on the surroundings through the local propagator $G_{ll}$. By (e), removal of site 0 changes this propagator by $-G_{l0}G_{0l}/G_{00}\sim d^{-s}$. Hence $\delta\Sigma_l\sim d^{-s}$. With $d^s$ sites at distance $s$, each shell contributes

$$d^{\,s}\cdot d^{-s/2}\cdot d^{-s}\cdot d^{-s/2}=d^{-s}.$$

The nearest neighbours dominate, and the error of $\Delta$ is of order $1/d$.

The assumption of a local self-energy is justified to the same order. The second-order self-energy between neighbouring sites contains three propagators and scales as $d^{-3/2}$. It adds to the hopping in $M$, which is of order $d^{-1/2}$, and is smaller than it by a factor $1/d$.

For interacting electrons the cavity relation is therefore a statement about leading order in $1/d$, and not an identity of the model in a given finite dimension. Its error is of the same order as the largest term dropped from the action, so using it does not lower the order of the theory.

The star of part (d) shows this directly. There the true answer is $\Delta=t^2G_{\rm at}$. The exact interacting Green's functions of the star can also be inserted into the cavity relation, and the resulting $\Delta$ compared with it. The largest difference over the four lowest positive frequencies is 0.0135 eV for $z=1$ and 0.0028 eV for $z=5$. Between $z=3$ and $z=5$ it falls as $z^{-0.99}$. At the lowest frequency, $\omega=\pi T=3.14$ eV, the magnitude of the true $\Delta$ is

$$t^2\frac{\omega}{\omega^2+U^2/4}=\frac{3.14}{9.87+4}\ \text{eV}=0.23\ \text{eV}.$$

The error there is thus at most about 6% of $\Delta$ for one leaf and 1.2% for five. For $U=0$ it vanishes to rounding.

### (g) The self-consistency condition

*Evaluate $\Delta$ for an arbitrary lattice and obtain $\mathcal G_0$ from local quantities. Check the limits, and find the special form for a semicircular band.*

**Solution.** Inserting the cavity relation into $\Delta$ gives

$$\Delta=\sum_{ij}t_{0i}G_{ij}t_{j0}-\frac{\big(\sum_it_{0i}G_{i0}\big)\big(\sum_jG_{0j}t_{j0}\big)}{G_{00}} .$$

The sums may include $i=0$ and $j=0$, because $t_{00}=0$. Row 0 of the equation $MG=1$ reads

$$\zeta G_{0j}-\sum_it_{0i}G_{ij}=\delta_{0j}\quad\Longrightarrow\quad\sum_it_{0i}G_{ij}=\zeta G_{0j}-\delta_{0j}.$$

For $j=0$ this is $\sum_it_{0i}G_{i0}=\zeta G_{00}-1$. Column 0 of $GM=1$ gives in the same way $\sum_jG_{0j}t_{j0}=\zeta G_{00}-1$. Multiplying the row equation by $t_{j0}$ and summing over $j$,

$$\sum_{ij}t_{0i}G_{ij}t_{j0}=\zeta\sum_jG_{0j}t_{j0}-t_{00}=\zeta(\zeta G_{00}-1).$$

Both sums are now in terms of $G_{00}$, and

$$\Delta=\zeta(\zeta G_{00}-1)-\frac{(\zeta G_{00}-1)^2}{G_{00}}=(\zeta G_{00}-1)\Big[\zeta-\zeta+\frac1{G_{00}}\Big]=\zeta-\frac1{G_{00}} .$$

With $\mathcal G_0^{-1}=i\omega+\mu-\Delta$ and $\zeta=i\omega+\mu-\Sigma$, the result is

$$\boxed{\;\mathcal G_0^{-1}(i\omega)=\Sigma(i\omega)+\frac1{G_{00}(i\omega)},\qquad G_{00}=\frac1N\sum_{\mathbf k}\frac1{\zeta-\varepsilon_{\mathbf k}}\;}$$

Here $N$ is the number of sites. The momentum sum follows because plane waves diagonalize $t_{ij}$ with eigenvalues $\varepsilon_{\mathbf k}$. The lattice enters through its distribution of band energies alone.

One link remains. The impurity problem defines its own self-energy, $\Sigma_{\rm imp}=\mathcal G_0^{-1}-G_{\rm imp}^{-1}$. Integrating out the other sites does not alter averages on site 0, so $G_{\rm imp}=G_{00}$ to the order kept. The boxed equation then gives $\Sigma_{\rm imp}=\Sigma$. This closes a loop: from $\Sigma$ one computes $G_{00}$, then $\mathcal G_0$, solves the impurity problem, and obtains a new $\Sigma$.

For the triangular lattice of part (e), the momentum sum gives $G_{00}=0.5024-1.1580i$ eV$^{-1}$. Then $1/G_{00}=0.3153+0.7268i$ eV and $\zeta-1/G_{00}=-0.1153-0.4268i$ eV. The sum over the lattice with the site deleted gives the same value.

Three limits support the result.

- For $U=0$, $\Sigma=0$ and $\mathcal G_0=G_{00}$: the Weiss function is the free local propagator.
- For isolated atoms $\varepsilon_{\mathbf k}=0$, so $G_{00}=1/\zeta$ and $\Delta=0$.
- For large $\zeta$, the mean of $\varepsilon_{\mathbf k}$ vanishes and $G_{00}\approx1/\zeta+m_2/\zeta^3$, with $m_2=\sum_jt_{0j}^2$ the mean of $\varepsilon_{\mathbf k}^2$. Then $1/G_{00}\approx\zeta-m_2/\zeta$ and $\Delta\approx m_2/\zeta$, in agreement with the total coupling strength found in part (c).

Now take the semicircular density of states $\rho(\varepsilon)=\frac{2}{\pi D^2}\sqrt{D^2-\varepsilon^2}$. With $\varepsilon=D\cos\theta$,

$$G_{00}=\frac2\pi\int_0^\pi\!\frac{\sin^2\theta\,d\theta}{\zeta-D\cos\theta}.$$

Write $\zeta=\frac D2(w+w^{-1})$ with $|w|<1$. The denominator expands as

$$\frac1{\zeta-D\cos\theta}=\frac2D\,\frac{w}{1-2w\cos\theta+w^2}=\frac2D\,\frac{w}{1-w^2}\Big[1+2\sum_{n\ge1}w^n\cos n\theta\Big].$$

Since $\sin^2\theta=\frac12(1-\cos2\theta)$, only the constant and the term $n=2$ survive the integration. They give $\frac\pi2-\frac\pi2w^2$, the factor $1-w^2$ cancels, and $G_{00}=2w/D$. Therefore

$$\Delta=\zeta-\frac1{G_{00}}=\frac D2\Big(w+\frac1w\Big)-\frac D{2w}=\frac{Dw}2=\frac{D^2}4\,G_{00}.$$

The variance of this density is $D^2/4$, so the relation has the form $\Delta=m_2G_{00}$. For another density of states it is in general false, as the next part shows.

### (h) A half-filled cubic lattice

*Solve the equations for a simple cubic lattice of $6\times6\times6$ sites with nearest-neighbour hopping $-0.2$ eV, $U=1.5$ eV, $T=0.05$ eV and $\mu=U/2$. Compare the result with the sum over a lattice from which a site has been deleted.*

**Solution.** At half filling the average potential $U/2$ cancels $\mu$. From here on $\Sigma$ excludes this constant, so $\zeta=i\omega-\Sigma$ and $\mathcal G_0^{-1}=i\omega-\Delta$. The boxed relation keeps its form, because $U/2$ is subtracted from both sides. Band energies occur in pairs $\pm\varepsilon$, which makes all local functions odd in frequency and purely imaginary.

The impurity problem is solved approximately, to second order in $U$ around $\mathcal G_0$. Write the interaction as $U\tilde n_\uparrow\tilde n_\downarrow$ with $\tilde n=n-\frac12$ and $\langle\tilde n\rangle=0$. The first-order term vanishes. The second-order change of the propagator between times $\tau$ and 0 is

$$-\frac{U^2}2\int\!\!\int\! d\tau_1d\tau_2\,\langle c(\tau)\tilde n_\uparrow(1)\tilde n_\uparrow(2)\bar c(0)\rangle_c\,\langle\tilde n_\downarrow(1)\tilde n_\downarrow(2)\rangle .$$

By Wick's theorem the second average is $-\mathcal G_0(12)\mathcal G_0(21)$. The first is $-\mathcal G_0(\tau1)\mathcal G_0(12)\mathcal G_0(20)$ plus the same with 1 and 2 exchanged, which cancels the factor $\frac12$. The change is $\mathcal G_0\Sigma\,\mathcal G_0$ with $\Sigma(\tau)=-U^2\mathcal G_0(\tau)^2\mathcal G_0(-\tau)$. A function odd in frequency is odd in time, so

$$\Sigma(i\omega)=U^2\int_0^\beta\! d\tau\,e^{i\omega\tau}\,\mathcal G_0(\tau)^3 .$$

For an isolated atom $\mathcal G_0(\tau)=-\frac12$ and the integral gives $U^2/(4i\omega)$. Inserted into $1/(i\omega-\Sigma)$, this is $G_{\rm at}$ of part (d), so the solver is right in that limit too. For a three-level impurity at $U=0.02$ eV, its $\Sigma$ at the four lowest positive frequencies differs from that of exact diagonalization by at most $1.3\times10^{-5}$ of the exact $\Sigma$. This confirms the formula at small $U$, but does not measure its accuracy at $U=1.5$ eV.

The loop converges in 47 iterations. At the lowest frequency, $\omega_0=0.1571$ eV, the imaginary parts are $\Sigma=-0.1822$ eV and $G_{00}=-1.5263$ eV$^{-1}$. From them,

$$\mathrm{Im}\,\zeta=0.1571+0.1822=0.3393\ \text{eV},\qquad \mathrm{Im}\,\frac1{G_{00}}=\frac1{1.5263}=0.6552\ \text{eV},$$

$$\mathrm{Im}\,\Delta=0.3393-0.6552=-0.3159\ \text{eV},\qquad \mathrm{Im}\,\mathcal G_0^{-1}=-0.1822+0.6552=0.4730\ \text{eV}.$$

In atomic units $\mathrm{Im}\,\Delta$ is $-0.0116$ hartree. Deleting one site from the 216-site matrix, with the converged $\Sigma$ on all others, and summing $t_{0i}G^{(0)}_{ij}t_{j0}$ also gives $-0.3159$ eV. This tests the closure, but not the assumption of an unchanged self-energy.

The two parts of $\Delta$ show how much the deletion matters. Here $\zeta G_{00}=0.3393\times1.5263=0.518$. The sum with the full $G$ is $\zeta(\zeta G_{00}-1)$, with imaginary part $0.3393\times(-0.482)=-0.164$ eV. The subtracted term has imaginary part $+0.152$ eV, and $-0.164-0.152=-0.316$ eV. Without the subtraction one would keep the fraction $\zeta G_{00}$ of the correct value, about 52%. This fraction is general, since $\Delta=(\zeta G_{00}-1)/G_{00}$.

The semicircular relation would give $6t^2G_{00}$, with imaginary part $-6\times0.04\times1.526=-0.366$ eV. Its magnitude is 16% too large for this 216-site lattice, and 18% too large with the values of the finer mesh given next.

On a $24\times24\times24$ momentum mesh the imaginary parts become $-0.187$ eV for $\Sigma$ and $-0.310$ eV for $\Delta$. Both differ by about 2% from the 216-site values, by 0.004 and 0.006 eV, so even the second digit of those, when rounded, is a property of the small lattice. Two further sources of error remain. One is the second-order solver: exact diagonalization of the impurity with four or five fitted bath levels gives $-0.226$ eV for $\Sigma$ and $-0.300$ eV for $\Delta$ on a converged mesh, so the second-order $\Sigma$ is about 17% too small in magnitude. The other, not measured here, is the use in three dimensions of equations that hold to leading order in $1/d$. The latter covers the dropped terms of the action, the changed self-energy around a removed site, and non-local self-energies. The solution is also confined to the normal phase by construction. At these parameters that phase is not the stable one: if the two sublattices are allowed opposite spin polarization, the same theory with the exact-diagonalization solver orders antiferromagnetically at $T=0.05$ eV, with a moment $n_\uparrow-n_\downarrow\approx0.74$, and the ordering temperature lies between 0.08 and 0.12 eV. The numbers of this part therefore describe the paramagnetic branch continued below the transition, and serve to illustrate the closure. Apart from these exact-diagonalization results for the lattice and the low-temperature errors of the star, the values above appear in the numerical output below or follow from it by simple arithmetic.

## Computed results

```
Triangular lattice, 49 sites, hoppings -0.3, -0.3, 0.1 eV
zeta = 0.200+0.300j eV
largest error of cavity relation = 1.6e-15 1/eV
G_00 from momentum sum = 0.502430-1.157970j 1/eV
Delta with site removed = -0.115333-0.426761j eV
zeta - 1/G_00 = -0.115333-0.426761j eV
Hypercubic lattice: exponent p in |G_R| ~ d^(-p), d = 200 to 800
displacement (1,): p = 0.5003
displacement (1, 1): p = 1.0014
displacement (2,): p = 1.0006
displacement (1, 1, 1): p = 1.5034
Star: t = 1.0 eV, U = 4.0 eV, T = 1.0 eV
z = 1: error of G_00 = 1.721e-03 1/eV, of Delta = 1.351e-02 eV
z = 2: error of G_00 = 8.742e-04 1/eV, of Delta = 6.927e-03 eV
z = 3: error of G_00 = 5.857e-04 1/eV, of Delta = 4.654e-03 eV
z = 4: error of G_00 = 4.404e-04 1/eV, of Delta = 3.504e-03 eV
z = 5: error of G_00 = 3.528e-04 1/eV, of Delta = 2.809e-03 eV
G_00: error falls as z^(-p), p = 0.992; extrapolated error = 4.3e-08
Delta: error falls as z^(-p), p = 0.988; extrapolated error = 8.4e-07
largest error at U = 0, z = 3: 1.1e-16
Cubic lattice, 216 sites: hopping = -0.2 eV, U = 1.5 eV, T = 0.05 eV
relative solver error in small-U test (U = 0.02 eV) = 1.3e-05
iterations = 47
Imaginary parts at the lowest Matsubara frequency:
omega_0 = 0.157080 eV
Sigma = -0.182242 eV
zeta = 0.339321 eV
G_00 = -1.526267 1/eV
1/G_00 = 0.655193 eV
inverse Weiss function = 0.472952 eV
Delta from zeta - 1/G_00 = -0.315872 eV
Delta with site removed = -0.315872 eV
Delta with site removed = -0.011608 hartree
sum t G t without removal = -0.163589 eV
subtracted return term = 0.152284 eV
semicircle shortcut 6 t^2 G_00 = -0.366304 eV
24x24x24 mesh: Sigma = -0.186632 eV, Delta = -0.310144 eV
```
